# Waiting Times for Release from an Exponential Distribution of Trap Depths, part 1

(Sections cited here and not found follow in the second part.)

## First half: from trap depth to waiting time

**The problem.** A disordered layer in a charge-trap memory contains localized states below the band in which carriers move. A carrier is caught in one of them, stays for a time $t$, and is then released by heat. The traps differ in depth, so the waiting time is random for two reasons: the depth of the trap is random, and so is the moment of release from a trap of given depth. The probability density of $t$ is wanted, together with the conditions under which it holds.

The model has these assumptions.

1. The depth $E\ge 0$ is measured downward from the band edge. Among capture events it has the density
$$g(E)=\frac{1}{E_0}\,e^{-E/E_0},$$
where $E_0$ is the tail energy. This is normalized, since $\int_0^\infty e^{-E/E_0}dE=E_0$. If all traps have the same capture cross-section, $g$ is also the normalized density of the traps themselves.
2. A carrier at depth $E$ is released at the constant rate
$$r(E)=\nu\,e^{-E/kT},$$
with $T$ the temperature, $k$ Boltzmann's constant and $\nu$ an attempt frequency that does not depend on depth.
3. The clock starts at capture and stops at the first release. Later captures of the same carrier are separate waits.
4. The traps are nearly empty, the electric field is weak, and tunnelling is negligible.

The ratio of the two energies is written
$$\alpha=\frac{kT}{E_0}.$$

For numbers, take $E_0=50$ meV, $\nu=10^{12}$ s$^{-1}$ and $T=300$ K. These values are chosen for illustration. Then $kT=25.852$ meV and $\alpha=25.852/50=0.517$.

### (a) Write the waiting-time density as an average over depth.

**Solution.** First hold the depth fixed. Let $P(t)$ be the probability that the carrier is still trapped at time $t$. A constant rate means that a trapped carrier leaves during the next short interval $dt$ with probability $r\,dt$, whatever its past. Hence
$$P(t+dt)=P(t)\,(1-r\,dt),\qquad \frac{dP}{dt}=-rP,\qquad P(t)=e^{-rt},$$
where $P(0)=1$ fixes the constant. The probability of release between $t$ and $t+dt$ is the loss of $P$ in that interval, so the density at fixed depth is
$$-\frac{dP}{dt}=r\,e^{-rt}.$$

The depth is not known, so this density is weighted with the probability $g(E)\,dE$ of each depth:
$$\psi(t)=\int_0^\infty g(E)\,r(E)\,e^{-r(E)t}\,dE. \tag{1}$$
In the same way the probability of being still trapped is
$$S(t)=\int_0^\infty g(E)\,e^{-r(E)t}\,dE. \tag{2}$$
Differentiating (2) under the integral gives $\psi=-dS/dt$, as it must.

What is averaged is the whole exponential law. Putting the mean rate into a single exponential would describe a carrier that samples all depths during one wait, and that is a different process.

### (b) Find the distribution of release rates.

**Solution.** The depth enters the waiting time through the rate alone, so use the dimensionless rate
$$u=\frac{r}{\nu}=e^{-E/kT}$$
as the variable. As $E$ runs from $0$ to $\infty$, $u$ runs from $1$ down to $0$. Solving for the depth,
$$E=-kT\ln u,\qquad \left|\frac{dE}{du}\right|=\frac{kT}{u}.$$
The exponential in $g$ becomes a power:
$$e^{-E/E_0}=e^{(kT/E_0)\ln u}=u^{\alpha}.$$
Probability is conserved under the change of variable, $p(u)\,du=g(E)\,|dE|$, and therefore
$$p(u)=\frac{1}{E_0}\,u^{\alpha}\,\frac{kT}{u}=\alpha\,u^{\alpha-1},\qquad 0<u<1. \tag{3}$$
The integral of (3) from $0$ to $1$ is $1$.

This step is the origin of the power law. The number of traps falls exponentially with depth, and the rate also falls exponentially with depth. When the depth is eliminated between two exponentials, a power remains: the fraction of traps with a rate below $\nu u$ is $u^\alpha$, with the ratio of the two decay energies as its exponent. For $\alpha<1$ the density (3) grows without limit as $u\to0$: slow rates are strongly represented.

### (c) Carry out the average at every time $t>0$.

**Solution.** Insert $r=\nu u$ and (3) into (1):
$$\psi(t)=\int_0^1\alpha u^{\alpha-1}\,\nu u\,e^{-u\nu t}\,du=\alpha\nu\int_0^1u^{\alpha}e^{-u\nu t}\,du.$$
Now put $y=u\nu t$, so that $u=y/(\nu t)$ and $du=dy/(\nu t)$. The factor $u^\alpha$ supplies $(\nu t)^{-\alpha}$ and $du$ supplies one more power:
$$\psi(t)=\alpha\nu\,(\nu t)^{-1-\alpha}\,\gamma(1+\alpha,\nu t),\qquad
\gamma(z,x)=\int_0^{x}y^{z-1}e^{-y}\,dy. \tag{4}$$
The function $\gamma$ is the lower incomplete gamma function. The same substitution in (2) gives
$$S(t)=\int_0^1\alpha u^{\alpha-1}e^{-u\nu t}\,du=\alpha\,(\nu t)^{-\alpha}\,\gamma(\alpha,\nu t). \tag{5}$$

The two results can be checked against each other. With $x=\nu t$, the product rule and $d\gamma(\alpha,x)/dx=x^{\alpha-1}e^{-x}$ give
$$\frac{dS}{dx}=-\alpha^2x^{-\alpha-1}\gamma(\alpha,x)+\alpha x^{-1}e^{-x}
=-\alpha x^{-1-\alpha}\left[\alpha\gamma(\alpha,x)-x^{\alpha}e^{-x}\right].$$
Integration by parts of $\int_0^xy^\alpha e^{-y}dy$ shows that the bracket is $\gamma(1+\alpha,x)$. Multiplying by $-dx/dt=-\nu$ recovers (4).

At short times $e^{-y}\approx1$ in the integrals, so $\gamma(z,x)\approx x^z/z$. Then $S\to1$, which confirms the normalization, and
$$\psi(0)=\frac{\alpha\nu}{1+\alpha}.$$
This is the mean release rate, $\nu\int_0^1u\,p(u)\,du$. The density is finite at $t=0$. A pure power $t^{-1-\alpha}$ could not be normalized down to $t=0$, so the power law can hold at late times alone.

For the example, half of the carriers have left when $S=1/2$. Solving (5) gives $t=2.94$ ps, or $\nu t=2.94$. The typical wait is a few attempt times, because most captures are into shallow traps.

The formula for $S$ was also compared with a random simulation. One million depths were drawn from $g$, and a release time was drawn for each. The fractions still trapped at 1 ps, 10 ps, 100 ps and 10 ns agree with (5) within five standard errors of the sampling.

### (d) Find the long-time law and the error made in using it.

**Solution.** For $\nu t\gg1$ the upper limit of the integral in (4) lies far beyond the region where $y^\alpha e^{-y}$ is appreciable. Split off the missing part:
$$\gamma(1+\alpha,x)=\Gamma(1+\alpha)-\Gamma(1+\alpha,x),\qquad
\Gamma(1+\alpha,x)=\int_x^\infty y^\alpha e^{-y}\,dy .$$
The last integral vanishes as $x\to\infty$ for every $\alpha>0$, since it is the remainder of a convergent integral. Thus
$$\boxed{\;\psi(t)\simeq\alpha\,\Gamma(1+\alpha)\,\nu^{-\alpha}\,t^{-1-\alpha},\qquad \alpha=\frac{kT}{E_0},\quad \nu t\gg1\;} \tag{6}$$
The power of $\nu$ comes from $\nu\cdot\nu^{-1-\alpha}$. With $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$, the same limit of (5) is
$$S(t)\simeq\Gamma(1+\alpha)\,(\nu t)^{-\alpha}. \tag{7}$$

The error of (6), relative to (6) itself, is $\Gamma(1+\alpha,x)/\Gamma(1+\alpha)$, and the true density lies below the power law. For $\alpha\le1$ it has a simple bound. When $y\ge x$, the exponent $\alpha-1$ is not positive, so $y^{\alpha-1}\le x^{\alpha-1}$ and $y^\alpha\le x^{\alpha-1}y$. Hence
$$\Gamma(1+\alpha,x)\le x^{\alpha-1}\int_x^\infty y\,e^{-y}\,dy=x^{\alpha-1}(x+1)e^{-x},$$
$$\frac{\Gamma(1+\alpha,x)}{\Gamma(1+\alpha)}\le\frac{x^{\alpha}(1+1/x)\,e^{-x}}{\Gamma(1+\alpha)}. \tag{8}$$
In the example at $\nu t=10$, that is at 10 ps, the relative error is $1.77\times10^{-4}$ and the bound is $1.85\times10^{-4}$. The power law sets in within some ten attempt times.

There is a short way to see the exponent. At time $t$, the traps with $rt>1$ have mostly emptied and those with $rt<1$ are mostly still occupied. The border $rt=1$ lies at the depth
$$E_d(t)=kT\ln(\nu t).$$
The fraction of captures that went deeper than this is
$$\int_{E_d}^\infty g\,dE=e^{-E_d/E_0}=(\nu t)^{-\alpha}.$$
This is (7) without the factor $\Gamma(1+\alpha)$, which is $0.887$ in the example. The sharp border gives the right power and a slightly wrong coefficient. One derivative in time then adds the $-1$ in the exponent of $\psi$.

### (e) From which depths are carriers released at time $t$?

**Solution.** The integrand of (1), divided by $\psi(t)$, is the probability density of the depth for a carrier known to be released at $t$. The logarithm of the integrand is
$$\text{const}-\frac{E}{E_0}-\frac{E}{kT}-\nu t\,e^{-E/kT}.$$
Its derivative vanishes when
$$-\frac1{E_0}-\frac1{kT}+\frac{\nu t}{kT}\,e^{-E/kT}=0 .$$
Multiplying by $kT$ gives $r(E)\,t=1+\alpha$, and so
$$E^*(t)=kT\ln\frac{\nu t}{1+\alpha}. \tag{9}$$
The second derivative is $-\nu t\,e^{-E/kT}/(kT)^2<0$, so this is a maximum. It lies at positive depth when $\nu t>1+\alpha$.

To find the spread, use $y=rt$ again. The integrand of (4) shows that, for $\nu t\gg1$, the released carriers have the density $y^\alpha e^{-y}/\Gamma(1+\alpha)$ in $y$. Their depth is $E=kT(\ln\nu t-\ln y)$, so the cumulants of $\ln y$ are needed. They follow from
$$\left\langle e^{s\ln y}\right\rangle=\langle y^s\rangle=\frac{\Gamma(1+\alpha+s)}{\Gamma(1+\alpha)} .$$
The logarithm of this average generates the cumulants. With $L(z)=\ln\Gamma(z)$, its first derivative at $s=0$ is the mean of $\ln y$, which is $L'(1+\alpha)$. Its second derivative is the variance, $L''(1+\alpha)$. Therefore
$$\langle E\rangle=kT\left[\ln(\nu t)-L'(1+\alpha)\right],\qquad
\Delta E=kT\sqrt{L''(1+\alpha)} . \tag{10}$$

At $t=1$ ms the example has $\nu t=10^9$, and (9) gives
$$E^*=0.025852\ \text{eV}\times\ln\frac{10^9}{1.517}=0.025852\times20.31\ \text{eV}=0.525\ \text{eV}.$$
The mean depth is $0.534$ eV and the spread is $24.8$ meV, close to $kT$. The released carriers thus come from a narrow band of depths, about $2kT$ wide at half its height. This band moves downward by $kT\ln10=59.5$ meV per decade of time. Its width does not change, so waiting ten times longer reads the trap distribution one equal step deeper.

## Second half: moments, limits and a memory layer

The symbols and results taken over are these. Captures have the depth density $g(E)=e^{-E/E_0}/E_0$, and release has the rate $r=\nu e^{-E/kT}$. With $\alpha=kT/E_0$ and $u=r/\nu$, the density of $u$ is $\alpha u^{\alpha-1}$ on $0<u<1$. The waiting-time density is
$$\psi=\alpha\nu(\nu t)^{-1-\alpha}\gamma(1+\alpha,\nu t).$$
For $\nu t\gg1$ it tends to $\alpha\Gamma(1+\alpha)\nu^{-\alpha}t^{-1-\alpha}$, and the fraction still trapped to $S\simeq\Gamma(1+\alpha)(\nu t)^{-\alpha}$. Release at time $t$ comes from depths near $E_d=kT\ln(\nu t)$. The example has $E_0=50$ meV, $\nu=10^{12}$ s$^{-1}$, $T=300$ K and $\alpha=0.517$.

### (f) When does a mean waiting time exist?

**Solution.** At fixed depth the mean of $r e^{-rt}$ is $1/r=1/(\nu u)$. Averaging over the rates,
$$\langle t\rangle=\int_0^1\frac{\alpha u^{\alpha-1}}{\nu u}\,du=\frac{\alpha}{\nu}\int_0^1u^{\alpha-2}\,du=\frac{\alpha}{(\alpha-1)\,\nu}\qquad(\alpha>1). \tag{11}$$
For $\alpha\le1$ the integral diverges at $u\to0$, the deep end. The condition $\alpha>1$ means $kT>E_0$: the release time $e^{E/kT}/\nu$ then grows more slowly with depth than the number of traps falls. In the example the border $\alpha=1$ lies at $E_0/k=580$ K. At $\alpha=1.5$ the mean is $1.5/(0.5\,\nu)=3.0$ ps. The tail is still a power law there, with exponent $-2.5$.

For $\alpha<1$, ask how much the waits shorter than $t$ contribute to the mean:
$$M(t)=\int_0^t t'\psi(t')\,dt'=\frac{\alpha}{\nu}\int_0^{\nu t}x^{-\alpha}\,\gamma(1+\alpha,x)\,dx .$$
Here $t'=x/\nu$ and $dt'=dx/\nu$ were used. Write $\gamma(1+\alpha,x)=\Gamma(1+\alpha)-\Gamma(1+\alpha,x)$. The first term integrates to $\Gamma(1+\alpha)(\nu t)^{1-\alpha}/(1-\alpha)$. The second has a finite limit, found by exchanging the order of integration:
$$\int_0^\infty x^{-\alpha}\int_x^\infty y^\alpha e^{-y}\,dy\,dx
=\int_0^\infty y^\alpha e^{-y}\,\frac{y^{1-\alpha}}{1-\alpha}\,dy=\frac{1}{1-\alpha}.$$
For $\nu t\gg1$ this gives
$$M(t)\simeq\frac{\alpha}{(1-\alpha)\,\nu}\left[\Gamma(1+\alpha)(\nu t)^{1-\alpha}-1\right]. \tag{12}$$
At $\alpha=1$ the integrand tends to $1/x$, and $M$ grows as $\ln(\nu t)/\nu$.

In the example $M$ is $2.11\times10^{-8}$ s for waits below 1 ms and $5.93\times10^{-7}$ s for waits below 1 s. The ratio is $28$, as expected from $1000^{1-\alpha}=1000^{0.483}$. A mean waiting time quoted for such a system is a statement about the length of the observation.

### (g) What does a greatest trap depth change?

The waiting-time density has been found at all times, with its late power law $t^{-1-\alpha}$ and the depths that release carriers at a given time, and for a tail without a greatest depth the mean wait exists only when $\alpha>1$. What remains is the effect of a greatest depth, the changes of the model that alter the exponent, the numbers for the memory layer, and the size of the neglected effects.
